Ewald Evaluation of Multipole Structure Constants for the Mixed Product Basis

**The lattice sum and its meaning**

In an all-electron calculation of exact exchange or of the GW self-energy with augmented plane waves, products of wave functions can be expanded in a mixed product basis. Inside the atomic spheres its members are radial functions times spherical harmonics, repeated through the crystal with a Bloch phase. A matrix element of 1/|r − r'| between two such functions couples a charge in sphere a to copies of another charge in the spheres a' of all cells. Outside its own sphere a charge of angular momentum l' acts as a point multipole, whose potential is built from derivatives of order l' of 1/r. Projecting that potential on angular momentum l inside sphere a takes l further derivatives. A derivative of order l + l' of 1/D is harmonic and homogeneous of degree −(l+l'+1), hence a combination of the functions Y_LM(D̂)/D^(L+1) with L = l + l'. The geometry therefore enters through lattice sums of these functions; the range 0 to 4 treated here covers pairs up to l = l' = 2. A basis with higher angular momenta, or the expansion of its interstitial plane waves inside the spheres, needs larger L, and the interaction of two charges within the same sphere is a separate radial integral not contained in these sums.

Atomic units are used in the algebra. T runs over the lattice vectors, Ω is the cell volume, G runs over the reciprocal lattice (e^(iG·T) = 1), R = R_a' − R_a lies in the cell, and D = T + R. The Y_lm are complex with the Condon–Shortley phase. The structure constants are

S_lm(k) = Σ_(D≠0) e^(ik·D) Y*_lm(D̂) / D^(l+1).   (1)

For r shorter than every D, the Laplace expansion 1/|D − r| = Σ_l r^l D^(−l−1) P_l(r̂·D̂) and the addition theorem P_l = 4π/(2l+1) Σ_m Y_lm(r̂) Y*_lm(D̂) give

Σ_(D≠0) e^(ik·D)/|D − r| = Σ_lm 4π/(2l+1) r^l Y_lm(r̂) S_lm(k),   (2)

so the S_lm are the multipole coefficients, at site a, of the potential of unit point charges with Bloch phases on sublattice a'.

A shell of thickness dD holds about 4πD² dD/Ω points, so the magnitudes in (1) add up like ∫D^(1−l) dD. The sum converges absolutely for l ≥ 3 and not for l ≤ 2, where (1) needs a prescription; even for l = 3 and 4 the tail of magnitudes falls as slowly as 1/D and 1/D².

**Splitting the radial factor**

Write H_lm(r) = r^l Y*_lm(r̂), a homogeneous polynomial of degree l, so that the summand is f(D) = H_lm(D)/D^(2l+1). In Γ(s) = ∫_0^∞ t^(s−1) e^(−t) dt put s = l + ½ and t = u²r², dt = 2u r² du:

r^(−(2l+1)) = [2/Γ(l+½)] ∫_0^∞ u^(2l) e^(−u²r²) du.   (3)

The same substitution applied to the part above u = η gives

[2/Γ(l+½)] ∫_η^∞ u^(2l) e^(−u²r²) du = Q_l(ηr)/r^(2l+1),  Q_l(x) = Γ(l+½, x²)/Γ(l+½).   (4)

Q_l falls from 1 at x = 0 to zero like a Gaussian. Integration by parts gives Γ(s+1, y) = sΓ(s, y) + y^s e^(−y); division by Γ(s+1) = sΓ(s) yields

Q_0 = erfc x,  Q_(l+1) = Q_l + x^(2l+1) e^(−x²)/Γ(l+3/2),   (5)

a recursion that adds positive terms and so suffers no cancellation.

Q_l also supplies the missing prescription. Define

S^ε = Σ_(D≠0) e^(ik·D) f(D) Q_l(εD),  S_lm(k) = lim_(ε→0) S^ε.   (6)

For l ≥ 3 the limit is the ordinary sum, since 0 < Q_l ≤ 1 and the sum converges absolutely. Whether the choice of window matters for l ≤ 2 is settled after the main formula. For any η > ε, cutting the integral from ε to ∞ at η gives

S^ε = Σ_(D≠0) e^(ik·D) f(D) Q_l(ηD) + [2/Γ(l+½)] ∫_ε^η du u^(2l) Σ_(D≠0) e^(ik·D) H_lm(D) e^(−u²D²).   (7)

Sum and integral may be exchanged because u ≥ ε > 0 makes the convergence uniform.

**The smooth part in reciprocal space**

For a smooth, rapidly decaying g, the sum Σ_T e^(ik·(T+R)) g(T+R) is periodic in R and equals Σ_G c_G e^(−iG·R). The coefficient is the cell average of the sum times e^(iG·R); the cells join into all space, so c_G = ĝ(k+G)/Ω with ĝ(q) = ∫e^(iq·r) g(r) d³r. With q = k + G,

Σ_(all D) e^(ik·D) g(D) = (1/Ω) Σ_G e^(−iG·R) ĝ(q).   (8)

The left side includes D = 0 when R = 0. Take g = H_lm e^(−u²r²). In e^(iq·r) = 4π Σ i^l' j_l'(qr) Y*_l'm'(q̂) Y_l'm'(r̂) the angular integral with Y*_lm(r̂) selects l' = l, m' = m:

ĝ = 4π i^l Y*_lm(q̂) I_l,  I_l = ∫_0^∞ r^(l+2) j_l(qr) e^(−u²r²) dr.

For l = 0, r² j_0(qr) = r sin(qr)/q = −(1/q) ∂_q cos(qr), and ∫_0^∞ cos(qr) e^(−u²r²) dr = (√π/2u) e^(−q²/4u²), so I_0 = (√π/4u³) e^(−q²/4u²). The relation d/dx[x^(−l) j_l] = −x^(−l) j_(l+1) with x = qr gives −∂_q[q^(−l) j_l(qr)] = r q^(−l) j_(l+1)(qr), hence q^(−l−1) I_(l+1) = −(1/q) ∂_q [q^(−l) I_l]. Each application multiplies the Gaussian by 1/(2u²):

I_l = √π q^l e^(−q²/4u²) / (2^(l+2) u^(2l+3)).

With Γ(l+½) = (2l−1)!! √π/2^l and (−1)!! = 1, the factor 2u^(2l)/Γ(l+½) times I_l is q^l e^(−q²/4u²)/[2u³(2l−1)!!]. Since g(0) = δ_l0 Y_00, moving the D = 0 term of (8) to the right gives

[2u^(2l)/Γ(l+½)] Σ_(D≠0) e^(ik·D) H_lm(D) e^(−u²D²) = A_l Σ_G e^(−iG·R) H_lm(q) e^(−q²/4u²)/(2u³) − δ_l0 δ_R0 (2/√π) Y_00,   (9)

A_l = 4π i^l/[Ω(2l−1)!!].

Because ∂_u e^(−q²/4u²) = (q²/2u³) e^(−q²/4u²), the u integral of a term with q ≠ 0 is [e^(−q²/4η²) − e^(−q²/4ε²)]/q². If k is not a reciprocal lattice vector no q vanishes, the second exponential goes to zero with ε for all G together, and (7) becomes

S_lm(k) = Σ_(D≠0) e^(ik·D) Y*_lm(D̂) Q_l(ηD)/D^(l+1) + A_l Σ_G e^(−iG·R) q^(l−2) Y*_lm(q̂) e^(−q²/4η²) − δ_l0 δ_R0 (2η/√π) Y_00.   (10)

The left side of (7) does not contain η, so the right side of (10) takes the same value for every η > 0, provided both sums are complete. In differential form, the η derivative of the first sum is minus the left side of (9) at u = η, and the derivative of the other two terms is the right side. The last term, the self term, removes the interaction of a site with the Gaussian placed on it; for l > 0 it is absent because H_lm(0) = 0. As η → 0 the real-space sum carries everything. As η grows the work passes to the reciprocal sum.

**The window, the zone centre and the cases that fail**

Let w(r/L) be another smooth window, equal to 1 near the origin and decaying rapidly, and set ε = 1/L. The difference [w − Q_l] f is smooth everywhere, since near the origin it equals (1 − Q_l) f, the part of (3) below ε. By homogeneity it has the form L^(−l−1) γ(r/L) with γ independent of L, and its transform is L^(2−l) γ̂(Lq). By (8) the two windowed sums differ by

(L^(2−l)/Ω) Σ_G e^(−iG·R) γ̂(Lq) − δ_R0 L^(−l−1) γ(0).   (11)

For q ≠ 0, γ̂(Lq) falls faster than any power of L, so for k ≠ G every such window gives the limit (10). At k = 0 the term G = 0 survives as L^(2−l) γ̂(0)/Ω. It vanishes in the limit for l ≥ 3, can be a finite constant for l = 2 and can grow for l = 0 and 1.

The same trouble is visible in (10). As k → 0 the term G = 0 behaves as A_l k^(l−2) Y*_lm(k̂), which diverges for l = 0 and 1 and depends on the direction of k for l = 2. For these l, S_lm(k) has no limit as k → 0, and the quantity with a limit is the regular part

S̄_lm(k) = S_lm(k) − A_l k^(l−2) Y*_lm(k̂).   (12)

Its G = 0 term is A_l H_lm(k)[e^(−k²/4η²) − 1]/k², analytic in k, with the value −A_0 Y_00/(4η²) at k = 0 for l = 0 and zero for l ≥ 1. S̄(0) is therefore given by (10) with G = 0 dropped and with the background term

−δ_l0 π Y_00/(Ωη²)   (13)

added. Dropping G = 0 without (13) leaves an η-dependent result for l = 0. The other terms of (10) are smooth in k near zero, so S̄(k) − S̄(0) is of first order in k or higher. The subtraction in (12) is the same for all site pairs because the phase in (1) contains R. With the phase e^(ik·T) the constants are multiplied by e^(−ik·R), and the expansion of this factor against k^(−2) and k^(−1) produces further direction-dependent terms for l = 0 and 1.

S̄(0) has a real-space form. Since it is independent of η, put η = ε → 0: S̄(0) = lim[S^ε − δ_l0 πY_00/(Ωε²)]. By parts, ∫_0^∞ r erfc(εr) dr = (ε/√π)∫r² e^(−ε²r²) dr = 1/(4ε²), so the subtracted term is (1/Ω)∫Q_0 f d³r. The G = 0 term of (11) is (1/Ω)∫(w − Q_l) f d³r, which for a spherical window and l ≥ 1 vanishes by the angular integral. Hence, for a large spherical window,

S̄_lm(0) = Σ_(D≠0) w f(D) − δ_l0 (4πY_00/Ω) ∫_0^∞ w r dr.   (14)

For l = 0 this is Y_00 times the potential of the point charges plus a uniform neutralizing background.

For l = 2 take a window of another shape, w(r/Lρ(r̂)). Rescaling r in ∫_δ^∞ w(r/Lρ) dr/r moves the lower limit to δ/ρ, so its difference from the spherical case is ∫_(δ/ρ)^δ dr/r = ln ρ, and the sum changes by

ΔS_2m = (1/Ω) ∮ Y*_2m ln ρ dr̂,   (15)

however large L is. For a spheroid x² + y² + z²/c² = const and t = cos θ, ρ = (1 − t² + t²/c²)^(−1/2), Y_20 = √(5/16π)(3t² − 1), and ΔS_20 = (4π/Ω)√(5/16π) ∫_0^1 (3t² − 1) ln ρ dt. As c → 0, ln ρ → ln c − ln t. The constant drops out because ∫_0^1(3t² − 1) dt = 0, and −∫_0^1(3t² − 1) ln t dt = −(−1/3 + 1) = −2/3. With Y_20(ẑ) = 2√(5/16π) this is ΔS_20 = −(4π/3Ω) Y_20(ẑ), which is the term A_2 Y*_20(k̂) of (12) for k along z, as i² = −1 and 3!! = 3. A thin slab corresponds to k → 0 along its normal, a sphere to the regular part.

This shows the limit of η independence as a check. A shape term, or a reversed sign of k throughout, does not depend on η and passes unnoticed. Constancy in η is necessary and must be supplemented by a comparison with the definition.

**Truncation errors and the choice of η**

Keep D < R_c = p/η and q < G_c = 2ηp, so that both Gaussians are cut at e^(−p²). The addition theorem at coincident directions gives Σ_m|Y_lm|² = (2l+1)/4π, so |Y_lm| ≤ y_l = √((2l+1)/4π). The omitted magnitudes are estimated by replacing sums with integrals, with densities 1/Ω in real space and Ω/(2π)³ in reciprocal space. Two integrations by parts supply the large-argument forms

Q_l(x) = x^(2l−1) e^(−x²) [1 + (l−½)/x² + …]/Γ(l+½),
∫_p^∞ x^l e^(−x²) dx = ½ p^(l−1) e^(−p²) [1 + (l−1)/(2p²) + …].

In real space, with x = ηD, the tail is y_l (4π/Ω) ∫D^(1−l) Q_l dD = y_l (4π/Ω) η^(l−2) ∫_p^∞ x^(1−l) Q_l dx, and x^(1−l) x^(2l−1) = x^l. To leading order in 1/p²,

ε_r = y_l 2π η^(l−2) p^(l−1) e^(−p²) / [Ω Γ(l+½)].   (16)

In reciprocal space the prefactor is |A_l| Ω 4π/(2π)³ = (2/π)/(2l−1)!!, and with q = 2ηx the integral ∫q^l e^(−q²/4η²) dq is (2η)^(l+1) ∫_p^∞ x^l e^(−x²) dx. Using (2l−1)!! = 2^l Γ(l+½)/√π, the constants combine to (2/π)(√π/2^l) 2^(l+1) ½ = 2/√π:

ε_g = y_l (2/√π) η^(l+1) p^(l−1) e^(−p²) / Γ(l+½).   (17)

The next-order factors are 1 + (3l−2)/(2p²) for (16) and 1 + (l−1)/(2p²) for (17). These are estimates of summed magnitudes, and they are not bounds: a populous shell just outside the cutoff raises the tail above the continuum value, while phases and harmonics of varying sign lower the true error. They also presuppose that the points fill space evenly on the scale of the cutoff. This fails in a strongly elongated cell whose long axis c is much longer than R_c: for R = 0 the real-space sphere then cuts a single lattice plane, where the tail per unit radius is 2πD c/Ω instead of 4πD²/Ω, and (16) is too low by a factor of about c/(2R_c). If G_c is also shorter than the in-plane reciprocal spacing 2π/a (square base of side a, k along the long axis), the reciprocal sphere cuts a single row of points and (17) is too low by about 2π/(aG_c)².

The ratio ε_r/ε_g = π^(3/2)/(η³Ω) is the same for every l. The numbers of terms are

N_r = 4πp³/(3η³Ω),  N_g = (4π/3)(2ηp)³ Ω/(2π)³ = 4p³η³Ω/(3π²).

At fixed p a cost c_r N_r + c_g N_g has the form α/η³ + βη³, which is stationary at η⁶ = α/β = (c_r/c_g) π³/Ω². For equal cost per term,

η* = √π/Ω^(1/3),  N_r = N_g = 4p³/(3√π),   (18)

and at η* the two leading-order error estimates also coincide for all l. They are accurate only for l small against p²: at p = 5.14 the exact continuum tails exceed (16) and (17) by factors 1.21 and 1.06 for l = 4, 2.06 and 1.25 for l = 12, and 7.0 and 1.7 for l = 24. In units of the minimum the cost is ½[(η*/η)³ + (η/η*)³]; a cost ratio between the two kinds of term shifts η by its sixth root. The argument neglects the slow dependence of the required p on η through the powers in (16) and (17). To compare different l, errors are made dimensionless ("scaled") by multiplying with d^(l+1), d being the nearest-neighbour distance, and p is fixed by requiring max_l ε d^(l+1) to equal the tolerance.

Extending the tail integrals down to p = 0 shows that the summed magnitudes grow as η^(l+1) in reciprocal space, and as η^(l−2)/Ω in real space for l ≤ 1 at small η; for l = 2 the real-space magnitudes grow as ln(1/η). The result does not grow, so wherever these sums grow it arises by cancellation, and the bound on the rounding error rises in proportion to them. For l ≥ 3 at small η the real-space magnitudes stay bounded, because (1) converges absolutely.

**Algorithm**

1. Set η = η* and solve (16) for p.
2. List all D = T + R with 0 < D < p/η and all q = k + G with 0 < q < 2ηp. The reciprocal sphere is centred on G = −k.
3. Evaluate H_lm in Cartesian form: for m ≥ 0, H_lm = N_lm (x − iy)^m Π_lm with N_lm = √[(2l+1)(l−m)!/(4π(l+m)!)], Π_mm = (−1)^m (2m−1)!!, and (l−m)Π_lm = (2l−1) z Π_(l−1,m) − (l+m−1) r² Π_(l−2,m), which is the Legendre recursion in l multiplied by r^(l−m), with Π_(m−1,m) = 0. Then H_(l,−m) = (−1)^m H*_lm.
4. Form Q_l by (5) and sum e^(ik·D) H_lm(D) Q_l/D^(2l+1).
5. Sum A_l e^(−iG·R) H_lm(q) e^(−q²/4η²)/q².
6. Add the self term if R = 0, and the background term (13) if k = 0.
7. Repeat with another η as a check on completeness.

**Worked example: the zincblende geometry**

The structure has two sites, A at the origin and B at (a/4)(1,1,1), so the pair AA brings in the self term and the pair AB the phases e^(−iG·R). Inversion through A does not map the B sublattice onto itself, so l = 3 survives for AB even at k = 0. The lattice constant is taken as a = 5.7 Å, a rough two-figure size; the many digits below test the arithmetic for that input and are not properties of any material. All formulas are homogeneous in length, so S_lm comes out in Å^(−(l+1)). The numerical check whose output follows uses Ω = a³/4 = 46.2983 Å³, d = √3 a/4 = 2.46817 Å and k = (0.77162, 0.33069, 0.11023) Å⁻¹, |k| = 0.84670 Å⁻¹. Equation (18) gives η* = 0.49361 Å⁻¹ (0.26121 bohr⁻¹).

For the tolerance 10⁻¹⁰ the largest scaled estimate is that of l = 4, because raising l by one multiplies it by (y_(l+1)/y_l) ηd p/(l+½), with ηd = 1.218 and p near 5, which exceeds 1 for l ≤ 3. The solution is p = 5.141, so R_c = p/η* = 10.41 Å (with unrounded p), G_c = 2 × 0.49361 × 5.141 = 5.075 Å⁻¹ and N = 4 × 5.141³/(3√π) = 102 terms in each sum. This N is a continuum estimate; the actual counts scatter around it because the points come in discrete shells. The scaled error of the AB constants, measured against p = 6.5, is 1.2 × 10⁻¹¹ at this k, below the tolerance by about a factor of eight. The margin depends on k and on the pair: at the same p other wave vectors and the pair AA give errors from 2 × 10⁻¹² to 4 × 10⁻¹¹.

Explicit tails of magnitudes, averaged over cutoffs 3 < p < 5, are 0.95 to 1.39 times (16) and 0.96 to 1.10 times (17), rising with l; the test requires a ratio between 0.5 and 2. The rise is what the next-order factors predict: at p = 4 and l = 4 they are 1 + 10/32 = 1.31 and 1 + 3/32 = 1.09. The number of terms actually needed for the tolerance, counted in whole shells, is 180 + 45 = 225 at η/η* = 0.79, 104 + 94 = 198 at 1.00 and 44 + 193 = 237 at 1.26, and it reaches 675 and 868 at 0.5 and 2. The measured minimum on this grid lies at η*; the test asks that it lie within one grid step.

With p = 6.5 (216 and 206 terms for AB at η*), the parts of S_00 for AA, in Å⁻¹, are

η/η* = 0.5: −0.0158896 + 0.0056868 − 0.0785610 = −0.0887638
η/η* = 1.0: −0.0004726 + 0.0688308 − 0.1571220 = −0.0887638
η/η* = 2.0: −0.0000000 + 0.2254801 − 0.3142439 = −0.0887638

in the order real-space, reciprocal, self. For AB and l = 4 the real part of S_40 is divided as −0.0055791 + 0.0000256 at η/η* = 0.5 and as −0.0012660 − 0.0042875 at 2, with the total −0.0055535 Å⁻⁵ in both cases. The real-space part of S_20 for AB is already zero to seven decimals at η/η* = 2, while that of S_40 is not. The four nearest neighbours lie along body diagonals, where t² = 1/3 and Y_20 = 0, so the first shell is missing from S_20.

Over η/η* from 0.5 to 2, all 25 pairs (l, m), both site pairs, the general k and k = 0, the scaled deviation from the value at η* is at most 1.3 × 10⁻¹⁵ (five values of η, test limit 10⁻¹¹). Without the self term S_00 for AA varies by 0.1571220 × (2 − 0.5) = 0.23568 Å⁻¹. Without (13), S̄_00(0) for AB varies by 0.0785610 × (4 − 0.25) = 0.29460 Å⁻¹. The background term at η* is half the self term, since π/(Ωη²) = η π/(Ωη³) = η/√π there.

The comparison with the definition uses w = ½ erfc[(r − R_0)/σ], R_0 = 66 Å, σ = 12 Å, and 208392 points for AB. The scaled deviation from (10), and from (14) at k = 0, lies between 2.4 × 10⁻¹⁴ and 4.9 × 10⁻¹⁴ for l = 1 to 4 and is 1.3 × 10⁻¹² for l = 0 (test limit 10⁻⁹). The larger value for l = 0 is accounted for by the finite window. The transform of wY_00/r is (4πY_00/q)∫w sin(qr) dr, and by parts, with −w' a normalized Gaussian of width σ about R_0, the integral is [1 − cos(qR_0) e^(−q²σ²/4)]/q. For q = |k| the scaled error is (4πY_00 d/Ωk²) e^(−25.8) cos(55.9) = 0.264 × 6.2 × 10⁻¹² × 0.79 = 1.3 × 10⁻¹². The convention in (2) is tested separately: truncated at l = 4, the expansion misses the directly summed potential by 1.42 × 10⁻⁷ Å⁻¹ at r = 0.2 Å and 4.30 × 10⁻⁹ Å⁻¹ at 0.1 Å. The ratio 33.1 is close to the 2⁵ = 32 of an r⁵ remainder.

At the zone centre the scaled difference between S̄(k) and the direct sum (14) for AB, with k along the general direction used above, is at most 1.47 × 10⁻³ at |k| = 10⁻³ Å⁻¹ and 7.35 × 10⁻⁴ at half that value, a linear approach. The l = 1 and l = 2 regular parts vanish within the test limit, and S_44/S_40 = 0.597614 agrees with √(5/14) for both pairs. For AA the substitution D → −D gives a factor (−1)^l, so l = 3 vanishes. For AB, S_32 = −0.0396616 i Å⁻⁴: H_32 is a positive multiple of (x − iy)² z = (x² − y²)z − 2i xyz, the first part cancels under the lattice symmetry x ↔ y, and the sign is that of the nearest neighbours, where xyz > 0. The shape dependence of l = 2 appears as derived. A spheroidal window with c = 0.5 gives S_20 = −0.0165958 Å⁻³ where the sphere gives zero, in agreement with (15). The limit k → 0 along z gives −0.057070 Å⁻³, and (15) with c = 10⁻⁴ gives −0.057056 Å⁻³, smaller in magnitude by about 2 × 10⁻⁴ of the former.

For model charges +1 on A and −1 on B, equation (2) at r = 0 gives the energy of a unit test charge at A as e² 4πY_00 (S_00^AA − S_00^AB) = e² √(4π)(S̄_00^AA − S̄_00^AB). The singular terms of (12) and the background terms cancel because they are the same for both pairs. With S̄_00 = −0.2269063 and −0.0396881 Å⁻¹, the difference is −0.1872182 Å⁻¹, and √(4π) times it is −0.66367 Å⁻¹. Multiplying by −d gives the Madelung constant 0.66367 × 2.46817 = 1.63805 (1.6380551 with unrounded factors), which is independent of a. Multiplying by e² = 14.39965 eV Å gives −9.557 eV, which for a two-figure lattice constant is −9.6 eV (−0.35 hartree) in this point-charge model.

Calculated quantities

```
a = 5.7 A, vol = 46.2983 A^3, d = 2.46817 A
k = (0.77162,0.33069,0.11023) 1/A, |k| = 0.84670 1/A
e^2 = 14.39965 eV A
eta* = 0.49361 1/A = 0.26121 1/bohr
p = 6.5: Rc = 13.168 A, Gc = 6.417 1/A, AB terms Nr = 216, Ng = 206
window: centre 66.0 A, width 12.0 A, cut 132.0 A, 208392 AB points
AB, S_l0(k) in A^-(l+1): l, eta/eta*, real-space, reciprocal, total
0 0.5 +0.0568577-0.0060920i +0.0056284-0.0000395i +0.0624862-0.0061315i
0 1.0 +0.0154024-0.0023851i +0.0470838-0.0037464i +0.0624862-0.0061315i
0 2.0 +0.0001039-0.0000165i +0.0623822-0.0061150i +0.0624862-0.0061315i
1 0.5 -0.0474356+0.0128705i -0.0000857+0.0010746i -0.0475214+0.0139451i
1 1.0 -0.0287353+0.0047818i -0.0187861+0.0091633i -0.0475214+0.0139451i
1 2.0 -0.0005791+0.0000917i -0.0469422+0.0138534i -0.0475214+0.0139451i
2 0.5 +0.0091959+0.0009709i +0.0014248+0.0000170i +0.0106206+0.0009879i
2 1.0 +0.0007076+0.0001104i +0.0099130+0.0008775i +0.0106206+0.0009879i
2 2.0 +0.0000000+0.0000000i +0.0106206+0.0009879i +0.0106206+0.0009879i
3 0.5 +0.0117746-0.0010109i -0.0000001+0.0001142i +0.0117745-0.0008967i
3 1.0 +0.0108750-0.0016184i +0.0008994+0.0007217i +0.0117745-0.0008967i
3 2.0 +0.0012960-0.0002053i +0.0104785-0.0006914i +0.0117745-0.0008967i
4 0.5 -0.0055791+0.0010110i +0.0000256+0.0000011i -0.0055535+0.0010121i
4 1.0 -0.0055297+0.0009009i -0.0000238+0.0001112i -0.0055535+0.0010121i
4 2.0 -0.0012660+0.0002005i -0.0042875+0.0008115i -0.0055535+0.0010121i
AA, S_00(k) in 1/A: eta/eta*, real-space, reciprocal, self, total
0.5 -0.0158896 +0.0056868 -0.0785610 -0.0887638
1.0 -0.0004726 +0.0688308 -0.1571220 -0.0887638
2.0 -0.0000000 +0.2254801 -0.3142439 -0.0887638
l, scaled eta spread, scaled |Ewald - direct| (max over m, pairs, k and 0)
0 3.9e-16 1.3e-12
1 4.6e-16 4.9e-14
2 1.1e-15 2.4e-14
3 1.3e-15 4.2e-14
4 1.1e-15 4.1e-14
spread of S_00 AA(k) without self term = 0.23568 1/A
spread of Sbar_00 AB(0) without background term = 0.29460 1/A
l, mean (explicit tail / estimate) for 3<p<5 at eta*: real, reciprocal
0 0.95 0.96
1 1.04 0.99
2 1.14 1.02
3 1.26 1.06
4 1.39 1.10
tol 1e-10: p = 5.141, Rc = 10.41 A, Gc = 5.075 1/A, N each = 102, scaled error = 1.2e-11
eta/eta*   : 0.50 0.63 0.79 1.00 1.26 1.59 2.00
measured Nr: 664 336 180 104 44 28 16
measured Ng: 11 21 45 94 193 403 852
potential remainder at r = 0.2, 0.1 A: 1.42e-07, 4.30e-09 1/A, ratio 33.1
Sbar_00(0): AA = -0.2269063, AB = -0.0396881 1/A
background term at eta* = -0.0785610 1/A
Madelung constant (unit 1/d) = 1.6380551
energy of unit charge at A, charges +1/-1: -9.5566 eV = -0.35120 hartree
S_32 AB(0) = -0.0000000-0.0396616i A^-4
S_40(0): AA = -0.0010585, AB = -0.0139856 A^-5, S_44/S_40 = 0.597614
S_20 AB(0), spheroid c = 0.5: direct -0.0165958, shape integral -0.0165958 A^-3
S_20 AB: k->0 along z -0.057070, slab c = 1e-4 -0.057056 A^-3
scaled |Sbar(k) - direct(0)| at |k| = 1e-3, 5e-4 1/A: 1.47e-03, 7.35e-04
```
